# Low-Work-Function Metals and the Electron Barrier on n-Type Germanium

**The argument under review.** The authors propose a metal with work function $\Phi=4.0$ eV as an ohmic contact to moderately doped n-type germanium. Their reasoning has three parts. The electron affinity of germanium is about 4.0 eV, so the barrier $\Phi-\chi$ is zero. Should a small barrier remain, a metal of still lower work function would remove it. Finally, the same metal gives a linear current-voltage curve on heavily doped germanium, which is taken as proof that the barrier is low.

My concern is with the first equation. It aligns two separate surfaces through a common vacuum level and assumes that no potential step appears between them when they meet. Whether that holds must be decided by electrostatics.

## What the vacuum-level rule omits

Let $\phi$ be the conduction edge at the interface minus the Fermi level. I express energies in eV and lengths in nm, and use $K=e/\varepsilon_0=18.095$ V nm. Areal charges $\sigma$ are counted in units of the positive elementary charge per nm².

Suppose that a thin layer of thickness $\delta$ and relative permittivity $\varepsilon_i$ separates the metal from the semiconductor surface. The semiconductor side carries charge $\sigma$, and the metal carries $-\sigma$. Gauss's law then makes the electrostatic potential on the semiconductor side higher by $K\delta\sigma/\varepsilon_i$. An electron has negative charge, so its vacuum level there is lower by the same number of eV.

Measured from the common Fermi level, the vacuum level is $\Phi$ at the metal and $\phi+\chi$ at the semiconductor. Hence

$$
\phi+\chi-\Phi=-\frac{K\delta}{\varepsilon_i}\sigma,
\qquad
\phi=\Phi-\chi-\frac{K\delta}{\varepsilon_i}\sigma. \tag{1}
$$

The authors' rule requires the last term to be negligible, because either $\sigma$ or the layer thickness is small enough. Negative charge on the semiconductor side raises the barrier.

One source of charge is electronic states at the interface. I take their density $D$, per eV and nm², as constant in the gap. They are neutral when filled up to a level $\phi_0$ above the valence edge. If the gap is $E_g$, the Fermi level lies $E_g-\phi$ above the valence edge. With a sharp Fermi step, the number of electrons beyond neutrality is $D(E_g-\phi-\phi_0)$, so

$$
\sigma_{\rm is}=-D(\phi_p-\phi),\qquad \phi_p=E_g-\phi_0. \tag{2}
$$

The second source is the positive charge $\sigma_{\rm dep}$ of ionized donors. Setting $\sigma=\sigma_{\rm is}+\sigma_{\rm dep}$ in (1), and defining $a=KD\delta/\varepsilon_i$, gives

$$
\phi=\Phi-\chi+a(\phi_p-\phi)-\frac{K\delta}{\varepsilon_i}\sigma_{\rm dep}. \tag{3}
$$

First neglect the donor charge. Moving $-a\phi$ to the left gives $(1+a)\phi=\Phi-\chi+a\phi_p$. With $S=1/(1+a)$, and therefore $a/(1+a)=1-S$,

$$
\phi_{\rm lin}=S(\Phi-\chi)+(1-S)\phi_p. \tag{4}
$$

For $a\to0$ the authors' rule returns. For $a\to\infty$ the barrier becomes $\phi_p$, whatever the metal. A neutrality level near the valence edge makes $\phi_p$ nearly as large as the gap. Pinning therefore harms an n-type contact through two facts together: $S$ is small, and the pinning position is far from the conduction edge.

## The donor charge

Let $u(x)$ be the upward band bending, zero in the bulk, and let $N$ be the donor density. Boltzmann statistics give the electron density $Ne^{-u/kT}$. Since $u$ is minus the potential in volts, Poisson's equation reads

$$
\frac{d^2u}{dx^2}=\frac{KN}{\varepsilon_s}\left(1-e^{-u/kT}\right),
$$

where $\varepsilon_s$ is the relative permittivity of germanium. Multiplying by $du/dx$ and integrating from the field-free bulk gives

$$
\frac{F^2}{2}=\frac{KN}{\varepsilon_s}\left[u-kT\left(1-e^{-u/kT}\right)\right],\qquad F=\left|\frac{du}{dx}\right|.
$$

At the interface $u=\phi-\phi_n$, where $\phi_n$ is the bulk conduction edge minus the Fermi level. If this bending is many $kT$, the exponential can be dropped. Gauss's law, $\sigma_{\rm dep}=\varepsilon_sF/K$, then yields

$$
\sigma_{\rm dep}=\sqrt{\frac{2\varepsilon_sN}{K}(\phi-\phi_n-kT)}. \tag{5}
$$

Dividing (3) by $1+a$ gives $\phi=\phi_{\rm lin}-S(K\delta/\varepsilon_i)\sigma_{\rm dep}$. Put $y=\sqrt{\phi-\phi_n-kT}$ and $c=S(K\delta/\varepsilon_i)\sqrt{2\varepsilon_sN/K}$. Then $y^2+cy-(\phi_{\rm lin}-\phi_n-kT)=0$, whose non-negative root is

$$
y=-\frac c2+\sqrt{\frac{c^2}{4}+\phi_{\rm lin}-\phi_n-kT},
\qquad \phi=\phi_n+kT+y^2. \tag{6}
$$

## The proposed contact

I use rough, rounded germanium values: $E_g=0.66$ eV, $\chi=4.0$ eV, $\phi_0=0.10$ eV and $\varepsilon_s=16$. The pinning position is an input here, not a result of band theory. The interface values are model choices: $D=4.0$ eV⁻¹ nm⁻², $\delta=0.5$ nm and $\varepsilon_i=2$. The temperature is 300 K, so $kT=0.02585$ eV. The donor density is $10^{17}$ cm⁻³, or $10^{-4}$ nm⁻³, and the effective conduction-band density of states is $N_c=10^{19}$ cm⁻³. Thus $\phi_n=kT\ln(N_c/N)=0.119$ eV.

The layer factor is $K\delta/\varepsilon_i=18.095\times0.5/2=4.524$ V nm². Multiplication by $D$ gives $a=18.095$, and $S=1/19.095=0.0524$. The agreement between the digits of $a$ and $K$ comes from the choice $D\delta/\varepsilon_i=1$ in these units.

With $\phi_p=0.66-0.10=0.56$ eV and $\Phi=\chi$, equation (4) gives

$$
\phi_{\rm lin}=0.0524\times0+0.9476\times0.56=0.531\ {\rm eV}.
$$

The donor charge lowers this by only 0.002 eV, to 0.529 eV. The predicted zero barrier has become about four fifths of the gap.

The charges show how this happens. The Fermi level lies $0.560-0.529=0.031$ eV above neutrality, so the states hold $-4.0\times0.0313=-0.125$ elementary charges per nm². The donors contribute $+0.008$. The net $-0.117$, multiplied by 4.524 V nm², produces a dipole step of 0.529 eV. A small displacement from neutrality suffices because the states are dense.

The authors' second suggestion can be judged from other model metals:

| $\Phi$ (eV) | $\Phi-\chi$ (eV) | $\phi$ from (6) (eV) |
|---:|---:|---:|
| 3.0 | −1.0 | 0.48 |
| 3.5 | −0.5 | 0.50 |
| 4.0 | 0.0 | 0.53 |
| 4.5 | 0.5 | 0.55 |
| 5.0 | 1.0 | 0.58 |

I also solved the charge balance numerically, with thermal occupation of the states and with electrons and holes in Poisson's equation. The resulting barriers differ from (6) by at most about 1 meV.

How low would the work function have to be? At flat bands $\phi=\phi_n$ and the donor charge vanishes. Equation (3) becomes

$$
\Phi_{\rm flat}=\chi+\phi_n-a(\phi_p-\phi_n). \tag{7}
$$

Numerically, $4.0+0.119-18.095\times0.441=-3.86$ eV. A metal with a negative work function is not available. In this model, at this doping and state density, choosing a different metal cannot remove the depletion barrier.

## Which assumption would rescue the proposal?

Equation (7) can instead be solved for the state density that permits flat bands:

$$
D_{\rm flat}=\frac{\varepsilon_i}{K\delta}\,
\frac{\chi+\phi_n-\Phi}{\phi_p-\phi_n}. \tag{8}
$$

For $\Phi=4.0$ eV this is $(0.119/0.441)/4.524=0.060$ eV⁻¹ nm⁻², about 67 times below the assumed density. For $\Phi=3.0$ eV it is $(1.119/0.441)/4.524=0.56$ eV⁻¹ nm⁻², a reduction by a factor of about seven. A low work function is therefore useful once the states have been reduced. This estimate holds the neutrality level and the layer fixed; an inserted insulating film would also add its own resistance.

Two limiting cases separate the causes. With no interface states and $\Phi=4.0$ eV, numerical solution of (1) with Poisson's equation gives $\phi=0.040$ eV. This lies below $\phi_n=0.119$ eV, so electrons accumulate at the interface instead of being depleted. The value is not zero because the accumulated electrons themselves create a small dipole across the layer.

In the second case the original state density is kept, but its neutrality level is placed 0.10 eV below the conduction edge. The numerical barrier is then 0.0945 eV, again below $\phi_n$. Strong pinning is thus compatible with a good n-type contact if the pinning position is favourable.

## Does the barrier spoil ohmic behaviour?

A barrier height is not yet a resistance. At moderate doping I estimate the current by thermionic emission, with free-electron mass $m_e$ and unit transmission above the barrier. This treats the thin interface layer as transparent to electrons; a real layer of 0.5 nm may transmit much less, which would raise every contact resistance below. In this paragraph $kT$ and $\phi$ are in joules. The current carried by electrons crossing in one direction is

$$
J_0=e\,\frac{2}{(2\pi)^3}\int_{k_x>0}d^3k\,
\frac{\hbar k_x}{m_e}\,
e^{-(\phi+\hbar^2k^2/2m_e)/kT}.
$$

The $k_x$ integral, including the velocity, is $kT/\hbar$. The two transverse integrals together give $2\pi m_ekT/\hbar^2$. Therefore

$$
J_0=\frac{em_e(kT)^2}{2\pi^2\hbar^3}e^{-\phi/kT}
=A^*T^2e^{-\phi/kT}. \tag{9}
$$

Here $A^*=120$ A cm⁻² K⁻². A forward voltage $V_c$ across the contact raises the semiconductor Fermi level relative to the metal. It multiplies the flow from the semiconductor by $e^{eV_c/kT}$, while the opposite flow stays fixed if the barrier does. The barrier stays nearly fixed if the interface states exchange electrons with the metal, which I assume. If they followed the semiconductor Fermi level instead, (2) and (3) would raise the barrier by about $(1-S)eV_c$; the zero-bias resistance would be the same, but the forward-to-reverse ratio found below would change and even fall below one. With a fixed barrier,

$$
J=J_0\left(e^{eV_c/kT}-1\right),\qquad
\rho_c=\left.\frac{dV_c}{dJ}\right|_0=\frac{kT/e}{J_0}. \tag{10}
$$

For the unrounded barrier of 0.5287 eV, $J_0=0.0142$ A cm⁻² and $\rho_c=0.02585/0.01419=1.82$ Ω cm². The 3.0 eV metal gives 0.24 Ω cm². A full electronvolt of work function gains a factor of 7.5.

For comparison, take a bulk layer 1.0 µm thick with a model mobility of 1000 cm² V⁻¹ s⁻¹. Its resistance, thickness divided by $eN$ times mobility, is $6.24\times10^{-6}$ Ω cm². The pinned contact is about 290,000 times more resistive, so nearly all of a small applied voltage falls across it. From (10), the forward-to-reverse current ratio at voltage $V$ is then

$$
\frac{e^{eV/kT}-1}{1-e^{-eV/kT}}=e^{eV/kT}.
$$

Solving the contact and bulk layer in series gives a ratio of 48 at 0.1 V. This is a rectifier.

For the case pinned near the conduction edge, the highest point on the electron's path is the bulk conduction edge. Using $\phi_n$ in (9) gives $\rho_c=2.4\times10^{-7}$ Ω cm², about 4% of the bulk resistance. The series calculation gives a current ratio of 1.005. Thermionic emission is only a supply estimate when there is no barrier, and the free-electron mass in (9) is not matched to the rounded $N_c$. The percentage is therefore uncertain by a factor of two or three, but even so the contact no longer controls the current in this estimate, provided the thin interface layer is nearly transparent.

The image force does not change the verdict. I estimate it as if the metal touched the germanium directly. In a uniform interface field $F$, an electron at distance $x$ has its energy lowered by $K/(16\pi\varepsilon_sx)+Fx$ relative to the original barrier top. The barrier maximum is where this sum is least. Setting its derivative to zero gives $x^2=K/(16\pi\varepsilon_sF)$. The two terms are then equal, and the lowering is

$$
\Delta\phi=2\sqrt{\frac{KF}{16\pi\varepsilon_s}}
=\sqrt{\frac{KF}{4\pi\varepsilon_s}}. \tag{11}
$$

With $F=0.0093$ V/nm this is 0.029 eV. It reduces the resistance by a factor $e^{0.0290/0.02585}\approx3$, which is small beside the disparity with the bulk. The low-permittivity layer of the model holds the metal away from the germanium and weakens the image attraction, so this is an upper estimate.

## The linear curve on heavily doped material

The authors' last piece of evidence has another explanation. At $N=10^{20}$ cm⁻³ the bulk electrons are degenerate. Let $\eta$ be the Fermi level minus the bulk conduction edge. For parabolic bands at low temperature, $N/N_c=(4/3\sqrt\pi)(\eta/kT)^{3/2}$, which gives $\eta=0.145$ eV.

In the Thomas–Fermi approximation the electron density is $N(1-u/\eta)^{3/2}$ for $u<\eta$ and zero beyond. Its integral over $u$ is $2N\eta/5$. Repeating the first integral of Poisson's equation for $u\ge\eta$ gives $F^2=(2KN/\varepsilon_s)(u-2\eta/5)$. With $w=u-\eta$, the height of the conduction edge above the Fermi level,

$$
F^2=\frac{2KN}{\varepsilon_s}(w+b),\qquad b=\frac{3\eta}{5}=0.087\ {\rm eV}. \tag{12}
$$

At the interface $w=\phi$. The quadratic solution (6) therefore still applies with $\phi_n+kT$ replaced by $-b$. It gives $\phi=0.457$ eV. The larger donor charge has lowered the barrier by about 0.07 eV, but most of it remains.

What has changed is its thickness. The semiclassical tunnelling exponent at the Fermi level is $A=2\int\kappa\,dx$, with $\kappa=\sqrt{2mw}/\hbar$ and $dx=dw/F$. Inserting (12), with energies now in joules, gives

$$
A=\frac1{E_{00}}\int_0^\phi\sqrt{\frac{w}{w+b}}\,dw,\qquad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m\varepsilon_s\varepsilon_0}}.
$$

The substitution $w=b\sinh^2t$ turns the integral into $2b\int\sinh^2t\,dt=b(\sinh t\cosh t-t)$. Hence

$$
A=\frac{\sqrt{\phi(\phi+b)}-b\,{\rm arsinh}\sqrt{\phi/b}}{E_{00}}. \tag{13}
$$

For a model tunnelling mass $m=0.12\,m_e$, $E_{00}=0.134$ eV. The numerator is $0.4988-0.1364=0.3624$ eV, so $A=2.7$ and $e^{-A}=0.067$. The Boltzmann factor for climbing the same barrier is $2\times10^{-8}$. These are factors, not complete currents, and the shape of the current-voltage curve is not computed here, but they show that tunnelling can provide a low-resistance path while the electrostatic barrier stays near 0.46 eV. The numbers are rough. The interface field from (12) is about 0.35 V/nm, so (11) would lower the barrier top by up to about 0.18 eV and raise the Boltzmann factor to about $2\times10^{-5}$, still far below $e^{-A}$. The one-band form of $\kappa$ overestimates the decay this deep in a 0.66 eV gap. The barrier is only about 2 nm wide, similar to the mean donor spacing, so continuous donor charge is marginal. Finally, the interface layer is again taken as transparent.

At $10^{17}$ cm⁻³, by contrast, $E_{00}=0.0042$ eV, well below $kT$. This supports thermionic emission as an order-of-magnitude estimate there. Thermally assisted tunnelling just below the barrier top can still add a current of comparable size, but a factor of a few is small beside the disparity with the bulk.

**Requested revision.** The linear curve on heavily doped germanium should not be offered as evidence of a low barrier. The authors should measure the temperature dependence of the current on moderately doped samples and compare several metals, so that an effective barrier and $S$ can be estimated. Image-force lowering and tunnelling make this effective barrier somewhat smaller than $\phi$. Their analysis should also consider what this model omits: lateral variations of the barrier, an energy-dependent state density, chemical reaction at the interface, gap narrowing at heavy doping, and the anisotropic valleys of germanium.
